# Composition fluctuations from Gibbs-energy curvature, with Kirkwood–Buff integrals and finite-box corrections: a numerical check

```python
"""Long-wavelength concentration fluctuations of a binary fluid.

Result under test:
  Scc(0) = RT / (d2G/dx1^2 at constant T,P)
         = x1 x2 [1 + x1 x2 rho (G11 + G22 - 2 G12)]
G: molar Gibbs energy; x1, x2: mole fractions; rho: number density;
Gij: Kirkwood-Buff integrals of hij = gij - 1.
Finite size: an open region v of surface S in a closed periodic box V has
  Scc(v,V) = Scc(0)(1 - v/V) - (S/4v) x1^2 x2^2 rho * integral of r*dh,
  dh = h11 + h22 - 2 h12, to leading order.
Exact test system: rods on a one-dimensional lattice, nearest-neighbour
attraction, energies in kT, lengths in sites, p = pressure/kT.
"""
from itertools import combinations
import numpy as np
from scipy.constants import R, N_A
from scipy.optimize import brentq


def first_derivative(f, z, h):
    return (f(z-2*h) - 8*f(z-h) + 8*f(z+h) - f(z+2*h)) / (12*h)


def second_derivative(f, z, h):
    return (-f(z-2*h) + 16*f(z-h) - 30*f(z)
            + 16*f(z+h) - f(z+2*h)) / (12*h*h)


# ---------- exact thermodynamics of the rod mixture ----------
CONTACT = np.array([[2, 3], [3, 4]])
ATTRACTION = np.array([[0.0, 1.0], [1.0, 0.0]])
RMAX = 400
distance = np.arange(RMAX + 1)
bond = np.zeros((2, 2, RMAX + 1))
for i in range(2):
    for j in range(2):
        bond[i, j, CONTACT[i, j]:] = 1.0
        bond[i, j, CONTACT[i, j]] = np.exp(ATTRACTION[i, j])


def rod_state(x, p):
    """Gibbs energy per rod in kT, and neighbour-pair fractions."""
    omega = np.exp(-p*CONTACT) * (1/(1-np.exp(-p))
                                  + np.exp(ATTRACTION) - 1)
    eta = omega[0, 1]**2 / (omega[0, 0]*omega[1, 1])
    y = 1 - x
    unlike = 2*x*y / (1 + np.sqrt(1 + 4*x*y*(1/eta - 1)))
    pairs = np.array([[x-unlike, unlike], [unlike, y-unlike]])
    g = np.sum(pairs*np.log(pairs/omega)) - x*np.log(x) - y*np.log(y)
    return g, pairs


def neighbour_distribution(x, p):
    """Joint probability of neighbour species and separation."""
    weights = bond*np.exp(-p*distance)
    pairs = rod_state(x, p)[1]
    return pairs[:, :, None]*weights/weights.sum(axis=2)[:, :, None]


def spacing(x, p):
    return np.sum(neighbour_distribution(x, p)*distance)


x1r, vbar = 0.4, 5.0
xr = np.array([x1r, 1-x1r])
tilt = np.array([xr[1], -xr[0]])


def pressure_at(x, volume):
    return brentq(lambda p: spacing(x, p)-volume, 0.08, 2.0, xtol=1e-14)


p0 = pressure_at(x1r, vbar)
step = 2e-3
g2 = second_derivative(lambda x: rod_state(x, p0)[0], x1r, step)
v_from_g = first_derivative(lambda p: rod_state(x1r, p)[0], p0, step)
assert abs(v_from_g - vbar) < 1e-6
dv_dx = first_derivative(lambda x: spacing(x, p0), x1r, step)
kT_kappa = -first_derivative(lambda p: spacing(x1r, p), p0, step)/vbar
v1r, v2r = vbar + xr[1]*dv_dx, vbar - xr[0]*dv_dx

# ---------- pair correlations from the renewal equation ----------
hop = neighbour_distribution(x1r, p0)/xr[:, None, None]
arrival = np.zeros_like(hop)
for r in range(1, RMAX+1):
    arrival[:, :, r] = hop[:, :, r]
    if r > 1:
        arrival[:, :, r] += np.einsum('iks,kjs->ij', hop[:, :, 1:r],
                                      arrival[:, :, r-1:0:-1])
rho_r = 1/vbar
rho_i = xr*rho_r
h_inf = arrival/rho_i[None, :, None] - 1
h_inf[:, :, 0] = -1
assert np.max(np.abs(h_inf[:, :, -20:])) < 1e-9
KB = h_inf[:, :, 0] + 2*h_inf[:, :, 1:].sum(axis=2)
delta_KB = KB[0, 0] + KB[1, 1] - 2*KB[0, 1]
scc_pairs = xr[0]*xr[1]*(1 + xr[0]*xr[1]*rho_r*delta_KB)
scc_thermo = 1/g2
assert abs(scc_pairs/scc_thermo - 1) < 1e-6

# full covariance matrix per volume: pair counting against thermodynamics
cov_pairs = np.diag(rho_i) + np.outer(rho_i, rho_i)*KB
dual = np.array([v2r, -v1r])/vbar
cov_thermo = (rho_r/g2*np.outer(dual, dual)
              + kT_kappa*np.outer(rho_i, rho_i))
assert np.allclose(cov_pairs, cov_thermo, rtol=1e-5, atol=1e-8)


# curvature at constant volume, from the Helmholtz energy itself
def helmholtz(x):
    p = pressure_at(x, vbar)
    return rod_state(x, p)[0] - p*vbar


a2 = second_derivative(helmholtz, x1r, 5e-3)
a2_formula = g2 + (v1r-v2r)**2/(vbar*kT_kappa)
assert abs(a2/a2_formula - 1) < 1e-4


# ---------- closed rings: exact counting at fixed N1, N2 ----------
def ring_correlation(M, n1, n2):
    paths = np.zeros((2, M+1, 2, n1+1, n2+1))
    for i in range(2):
        paths[i, 0, i, 0, 0] = 1
    for r in range(1, M+1):
        for k in range(2):
            for j in range(2):
                new = np.tensordot(bond[k, j, 1:r+1][::-1],
                                   paths[:, :r, k], axes=(0, 1))
                if j == 0:
                    paths[:, r, 0, 1:, :] += new[:, :-1, :]
                else:
                    paths[:, r, 1, :, 1:] += new[:, :, :-1]
    density = np.array([n1, n2])/M
    h = -np.ones((2, 2, M))
    for i in range(2):
        for j in range(2):
            for r in range(1, M):
                joint = np.sum(paths[i, r, j]
                               * paths[j, M-r, i, ::-1, ::-1])
                h[i, j, r] += joint/paths[i, M, i, n1, n2]/density[j]
    return h, density


def window_covariance(h, density, L):
    r = np.arange(1, L)
    integral = h[:, :, 0] + 2*np.sum(h[:, :, 1:L]*(1-r/L), axis=2)
    return np.diag(density) + np.outer(density, density)*integral


# small ring: enumerate every configuration and count rods in a window
M, L = 16, 6
norm, mean, square = 0.0, np.zeros(2), np.zeros((2, 2))
for first in combinations(range(M), 2):
    free = [s for s in range(M) if s not in first]
    for second in combinations(free, 2):
        rods = sorted([(s, 0) for s in first] + [(s, 1) for s in second])
        weight = 1.0
        for n, (s, k) in enumerate(rods):
            t, j = rods[(n+1) % 4]
            weight *= bond[k, j, (t-s) % M]
        if weight:
            count = np.array([sum(s < L for s in first),
                              sum(s < L for s in second)])
            norm += weight
            mean += weight*count
            square += weight*np.outer(count, count)
mean /= norm
cov_enumerated = (square/norm - np.outer(mean, mean))/L
h_small, d_small = ring_correlation(M, 2, 2)
assert np.allclose(cov_enumerated, window_covariance(h_small, d_small, L),
                   atol=1e-12)

# large rings: tail shift and loss of fluctuation, extrapolated in 1/M
tails, ring_scc = [], []
for M, n1, n2 in ((150, 12, 18), (300, 24, 36)):
    h_ring, d_ring = ring_correlation(M, n1, n2)
    assert np.allclose(h_ring.sum(axis=2), -np.diag(1/d_ring), atol=1e-8)
    tails.append(M*h_ring[:, :, M//2])
    cov = window_covariance(h_ring, d_ring, M//3)
    ring_scc.append(tilt @ cov @ tilt/rho_r)
tail_limit = 2*tails[1] - tails[0]
tail_formula = -(np.diag(1/rho_i) + KB)
assert (np.max(np.abs(tail_limit-tail_formula))
        < 0.01*np.max(np.abs(tail_formula)))
ring_limit = 2*ring_scc[1] - ring_scc[0]
ring_formula = scc_thermo*(1 - 1/3)
assert abs(ring_limit/ring_formula - 1) < 0.01

# ---------- surface term in three dimensions, h = exp(-r^2/a^2) ----------
nodes, node_weights = np.polynomial.legendre.leggauss(300)


def edge_integral(L, a):
    z, w = L*(nodes+1)/2, L*node_weights/2
    return w @ np.exp(-((z[:, None]-z[None, :])/a)**2) @ w/L


residual = []
for scale in (10.0, 20.0):
    edges = scale*np.array([1.0, 1.5, 2.0])
    volume = np.prod(edges)
    surface = 2*(edges[0]*edges[1] + edges[1]*edges[2]
                 + edges[0]*edges[2])
    direct = np.prod([edge_integral(e, 1.0) for e in edges])
    leading = np.pi**1.5 - surface/(4*volume)*2*np.pi
    residual.append(direct-leading)
# what is left must fall as the inverse square of the size (edges)
assert abs(residual[0]/residual[1] - 4) < 0.1

# sphere: double volume integral evaluated through Fourier space
radius, dk = 10.0, 14/20000
k = (np.arange(20000)+0.5)*dk
form = 4*np.pi*(np.sin(k*radius) - k*radius*np.cos(k*radius))/k**3
sphere_volume = 4*np.pi*radius**3/3
sphere_direct = np.sum(4*np.pi*k**2*form**2*np.pi**1.5
                       * np.exp(-k**2/4))*dk/(2*np.pi)**3/sphere_volume
sphere_leading = np.pi**1.5 - 3/(4*radius)*2*np.pi
# tolerance: the next term for a sphere is of order 1/radius^3
assert abs(sphere_direct-sphere_leading) < 2e-3

# ---------- worked example: model liquid, round parameters ----------
T, x1, L0, L1 = 1800.0, 0.4, -40e3, 8e3
x2 = 1-x1
v1, v2, kappa = 7e-6, 9e-6, 1e-11
x = np.array([x1, x2])


def molar_gibbs(c):
    d = 1-c
    return (R*T*(c*np.log(c)+d*np.log(d)) + c*d*(L0+L1*(c-d)))


curvature = R*T/(x1*x2) - 2*L0 + L1*(6-12*x1)
assert abs(second_derivative(molar_gibbs, x1, 2e-3)/curvature - 1) < 1e-6
scc = R*T/curvature
vm = x1*v1 + x2*v2
volume_term = (v1-v2)**2/(vm*kappa)
scc_wrong = R*T/(curvature+volume_term)
rho_mol = 1/vm
rho_species = x*rho_mol
a_vec = np.array([v2, -v1])/vm
cov = (rho_mol*scc*np.outer(a_vec, a_vec)
       + R*T*kappa*np.outer(rho_species, rho_species))
Gij = (cov-np.diag(rho_species))/np.outer(rho_species, rho_species)
dG = Gij[0, 0] + Gij[1, 1] - 2*Gij[0, 1]
assert abs(x1*x2*(1+x1*x2*rho_mol*dG)/scc - 1) < 1e-10

a_nm = 0.3
dG_nm3 = dG/N_A*1e27
amplitude = dG_nm3/(np.pi**1.5*a_nm**3)
r_grid = np.linspace(0, 10*a_nm, 20001)
shape = np.exp(-(r_grid/a_nm)**2)
mean_range = (np.sum(r_grid**3*shape)/np.sum(r_grid**2*shape))
rho_nm3 = rho_mol*N_A*1e-27


def scc_open(L):
    return x1*x2*(1 + x1*x2*rho_nm3*amplitude*edge_integral(L, a_nm)**3)


def scc_leading(L):
    first_moment = dG_nm3*mean_range
    return scc - 6/(4*L)*(x1*x2)**2*rho_nm3*first_moment


sizes = (2.0, 4.0, 8.0)
errors = [scc_open(L)-scc_leading(L) for L in sizes]
assert abs(errors[1]/errors[2] - 4) < 0.2
extrapolated = 2*scc_open(8.0) - scc_open(4.0)
assert abs(extrapolated-scc) < 0.1*abs(scc_open(8.0)-scc)
fraction = (4.0/8.0)**3
closed = scc_leading(4.0) - fraction*scc

print("ROD MIXTURE (lengths in sites, energies in kT)")
print(f"x1 = {x1r:.1f}, volume per rod = {vbar:.1f} sites")
print(f"pressure/kT = {p0:.5f} per site")
print(f"partial volumes = {v1r:.4f}, {v2r:.4f} sites")
print(f"kT*compressibility = {kT_kappa:.5f} sites")
print(f"g'' at constant pressure = {g2:.6f} kT")
print(f"A'' at constant volume = {a2:.6f} kT")
print(f"G11, G22, G12 = {KB[0,0]:.5f}, {KB[1,1]:.5f}, {KB[0,1]:.5f} sites")
print(f"Scc(0) from g'' = {scc_thermo:.8f}")
print(f"Scc(0) from pair correlations = {scc_pairs:.8f}")
print(f"1/A'' (wrong constraint) = {1/a2:.6f}")
for name, i, j in (("11", 0, 0), ("22", 1, 1), ("12", 0, 1)):
    print(f"ring tail M*h{name}: counted {tail_limit[i,j]:.4f}, "
          f"formula {tail_formula[i,j]:.4f} sites")
print(f"Scc, third of ring, M=150: {ring_scc[0]:.6f}")
print(f"Scc, third of ring, M=300: {ring_scc[1]:.6f}")
print(f"extrapolated {ring_limit:.6f}, formula {ring_formula:.6f}")
print("SURFACE TERM (h = exp(-r^2), unit range)")
print(f"box residuals, size 10 and 20: {residual[0]:.6f}, {residual[1]:.6f}")
print(f"sphere diameter 20: direct {sphere_direct:.6f}, "
      f"leading {sphere_leading:.6f}")
print("MODEL LIQUID")
print(f"T = {T:.0f} K, x1 = {x1:.1f}, RT = {R*T/1e3:.4f} kJ/mol")
print(f"L0 = {L0/1e3:.1f} kJ/mol, L1 = {L1/1e3:.1f} kJ/mol")
print(f"v1, v2, mean = {v1*1e6:.1f}, {v2*1e6:.1f}, {vm*1e6:.1f} cm^3/mol")
print(f"compressibility = {kappa:.1e} 1/Pa")
print(f"ideal part of g'' = {R*T/(x1*x2)/1e3:.3f} kJ/mol")
print(f"excess part of g'' = {(curvature-R*T/(x1*x2))/1e3:.3f} kJ/mol")
print(f"g'' = {curvature/1e3:.3f} kJ/mol")
print(f"ideal Scc = {x1*x2:.4f}")
print(f"Scc(0) = {scc:.6f}")
print(f"constant-volume extra curvature = {volume_term/1e3:.3f} kJ/mol")
print(f"Scc from constant-volume curvature = {scc_wrong:.6f}")
print(f"RT*compressibility = {R*T*kappa*1e6:.4f} cm^3/mol")
print(f"G11 = {Gij[0,0]*1e6:.4f} cm^3/mol")
print(f"G22 = {Gij[1,1]*1e6:.4f} cm^3/mol")
print(f"G12 = {Gij[0,1]*1e6:.4f} cm^3/mol")
print(f"G11+G22-2G12 = {dG*1e6:.4f} cm^3/mol = {dG_nm3:.6f} nm^3")
print(f"number density = {rho_nm3:.4f} nm^-3")
print(f"Gaussian range = {a_nm:.1f} nm, amplitude = {amplitude:.5f}")
print(f"first-moment length = {mean_range:.5f} nm")
for L in sizes:
    print(f"open cube {L:.0f} nm: full {scc_open(L):.6f}, "
          f"leading {scc_leading(L):.6f}")
print(f"extrapolated from 4 and 8 nm = {extrapolated:.6f}")
print(f"4 nm cube in closed 8 nm box: v/V = {fraction:.4f}")
print(f"Scc there, leading formula = {closed:.6f}")
print("all tests passed")
```

Running it gives:

```
ROD MIXTURE (lengths in sites, energies in kT)
x1 = 0.4, volume per rod = 5.0 sites
pressure/kT = 0.36818 per site
partial volumes = 3.5220, 5.9853 sites
kT*compressibility = 1.32544 sites
g'' at constant pressure = 6.207841 kT
A'' at constant volume = 7.123487 kT
G11, G22, G12 = -3.96102, -5.89779, -1.50435 sites
Scc(0) from g'' = 0.16108661
Scc(0) from pair correlations = 0.16108661
1/A'' (wrong constraint) = 0.140381
ring tail M*h11: counted -8.5363, formula -8.5390 sites
ring tail M*h22: counted -2.4357, formula -2.4355 sites
ring tail M*h12: counted 1.5045, formula 1.5043 sites
Scc, third of ring, M=150: 0.112893
Scc, third of ring, M=300: 0.110128
extrapolated 0.107363, formula 0.107391
SURFACE TERM (h = exp(-r^2), unit range)
box residuals, size 10 and 20: 0.026253, 0.006605
sphere diameter 20: direct 5.097874, leading 5.097089
MODEL LIQUID
T = 1800 K, x1 = 0.4, RT = 14.9660 kJ/mol
L0 = -40.0 kJ/mol, L1 = 8.0 kJ/mol
v1, v2, mean = 7.0, 9.0, 8.2 cm^3/mol
compressibility = 1.0e-11 1/Pa
ideal part of g'' = 62.358 kJ/mol
excess part of g'' = 89.600 kJ/mol
g'' = 151.958 kJ/mol
ideal Scc = 0.2400
Scc(0) = 0.098488
constant-volume extra curvature = 48.780 kJ/mol
Scc from constant-volume curvature = 0.074555
RT*compressibility = 0.1497 cm^3/mol
G11 = -14.2699 cm^3/mol
G22 = -11.8822 cm^3/mol
G12 = -3.0031 cm^3/mol
G11+G22-2G12 = -20.1459 cm^3/mol = -0.033453 nm^3
number density = 73.4407 nm^-3
Gaussian range = 0.3 nm, amplitude = -0.22251
first-moment length = 0.33851 nm
open cube 2 nm: full 0.131461, leading 0.134416
open cube 4 nm: full 0.115702, leading 0.116452
open cube 8 nm: full 0.107281, leading 0.107470
extrapolated from 4 and 8 nm = 0.098860
4 nm cube in closed 8 nm box: v/V = 0.1250
Scc there, leading formula = 0.104141
all tests passed
```
